\section*{Why Substrates Shift a Monolayer's Quasiparticle Gap More Than Its Optical Gap}

\section{Two gaps and one substrate}

\textbf{Q.} I am comparing a free-standing MoS$_2$ monolayer with one on silica. A substrate that screens the Coulomb interaction should change every electronic energy. Must the gap for adding carriers and the gap seen in absorption move together?

\textbf{A.} No, because they count different charges. Let $E(N)$ be the ground-state energy with $N$ electrons. The quasiparticle gap is
\begin{equation}
E_g=[E(N+1)-E(N)]-[E(N)-E(N-1)],
\end{equation}
the cost of a separated electron and hole. Light creates the pair together, bound by $E_b>0$, so the optical gap is $E_{\rm opt}=E_g-E_b$.

I assume that the layer is undoped, that contact leaves its orbitals and masses unchanged, and that the substrate responds linearly and fast. Its coordinates $x$ have energy $\frac12x^{T}Ax$, with $A$ positive, and couple to the added charges $z_i=\pm1$ through $x^{T}\sum_i B_i z_i$. The minimum lies at $x=-A^{-1}\sum_iB_iz_i$. Inserting it gives
\begin{equation}
U=-\tfrac12\sum_{ij}z_iz_jB_i^{T}A^{-1}B_j
\equiv\tfrac12\sum_{ij}z_iz_j\,\Delta W(\rho_{ij}).
\label{charging}
\end{equation}
Here $\rho_{ij}$ is the in-plane distance and $\Delta W$ is the substrate-induced change of the screened repulsion $W$ between like charges. The layer's own polarization is included in $W$ with and without the substrate. In the models below the terms $i=j$ are finite: the singular part of a point charge's self-energy is the same with and without the substrate, and drops out.

One electron gives $U=\frac12\Delta W(0)$. One hole gives the same, because $z^2=1$. Equation (\ref{charging}) shows that $\Delta W(0)<0$, so both additions become cheaper: the electron level falls and the hole level rises. A pair at distance $\rho$ has $z_ez_h=-1$, and its cross term occurs twice in the sum. Thus
\begin{align}
\Delta E_g&=\tfrac12\Delta W(0)+\tfrac12\Delta W(0)=\Delta W(0),\\
U_{\rm pair}(\rho)&=\Delta W(0)-\Delta W(\rho).
\label{pair}
\end{align}
A compact pair is nearly neutral as seen by the substrate and hardly polarizes it. In the language of bands and binding, the first term of (\ref{pair}) is the gap reduction and the second is the loss of attraction.

\textbf{Q.} My band-structure code knows nothing of charging a point. Where is this energy in the self-energy?

\textbf{A.} It is in the static screened-exchange and Coulomb-hole terms. Take a determinant with density matrix $P(r,r')$, and measure the density from that of the neutral layer. The substrate energy is $\frac12\iint\Delta W\,\delta\hat n\,\delta\hat n'$. For a determinant,
\begin{equation}
\langle\delta\hat n\,\delta\hat n'\rangle
=\delta n\,\delta n'+\delta(r-r')P(r,r)-|P(r,r')|^2 .
\end{equation}
Add an electron in orbital $c$, so that $P$ gains $c(r)c^*(r')$. With $I_{cm}=\langle cm|\Delta W|mc\rangle$, the exchange-type integral, the energy changes by
\begin{equation}
\tfrac12I_{cc}+\tfrac12\Delta W(0)-\sum_{m\,\rm occ}I_{cm}-\tfrac12I_{cc}.
\end{equation}
The self-terms cancel. Completeness of the orbitals gives $\Delta W(0)=\sum_{m}I_{cm}$ over all $m$, hence
\begin{equation}
\delta\Sigma_c=\tfrac12\Big[\sum_{m\,\rm empty}-\sum_{m\,\rm occ}\Big]I_{cm}.
\label{sigma}
\end{equation}
Removing an electron gives the same expression for the shift of the occupied level $v$. If $\Delta W$ is smooth on the scale of a unit cell, it transfers small momenta and barely mixes bands. The sum for $c$ then comes from empty states, and that for $v$ from occupied ones. The levels shift by $+\frac12\Delta W(0)$ and $-\frac12\Delta W(0)$, as before.

\section{The size of the shifts}

\textbf{Q.} How large is $\Delta W(0)$ for a real monolayer?

\textbf{A.} Start with a thin polarizable sheet, vacuum above and dielectric constant $\epsilon_s$ below. Put charge $e$ in the sheet. Its potential component of in-plane wavevector $q$ varies as $\phi_qe^{-q|z|}$. The jump in the normal displacement is $\epsilon_0(1+\epsilon_s)q\phi_q=2\epsilon_0\kappa q\phi_q$, with $\kappa=(1+\epsilon_s)/2$. The sheet's polarization is $2\epsilon_0r_0$ times the in-plane field, which defines its screening length $r_0$, and carries charge $-2\epsilon_0r_0q^2\phi_q$. Gauss's law gives
\begin{equation}
2\epsilon_0\kappa q\phi_q=e-2\epsilon_0r_0q^2\phi_q .
\end{equation}
Solving for $\phi_q$ and multiplying by $e$,
\begin{equation}
W(q)=\frac{2\pi C}{q(\kappa+r_0q)},\qquad C=\frac{e^2}{4\pi\epsilon_0}=1.44\ \text{eV nm}.
\label{W}
\end{equation}
At zero distance, $\int d^2q/(2\pi)^2=\int q\,dq/2\pi$, so
\begin{align}
\Delta E_g&=C\int_0^\infty\! dq\left[\frac1{\kappa+r_0q}-\frac1{1+r_0q}\right]\nonumber\\
&=\frac C{r_0}\left[\ln\frac{\kappa+r_0q}{1+r_0q}\right]_0^\infty
=-\frac C{r_0}\ln\kappa .
\label{gap}
\end{align}

I take rough, round values for MoS$_2$ on silica: $r_0=4$ nm, reduced mass $\mu=0.25\,m_0$, vacuum gap 2.5 eV, and $\epsilon_s=2.1$ for silica's electrons alone. Then $\kappa=1.55$ and $C/r_0=360$ meV, so $\Delta E_g=-360\ln1.55=-158$ meV. The quasiparticle gap falls to 2.342 eV.

\textbf{Q.} And the absorption line?

\textbf{A.} For parabolic bands, and without electron--hole exchange, the relative motion obeys
\begin{equation}
\left[-\frac{\hbar^2}{2\mu}\nabla^2-W(\rho)\right]\psi=-E_b\psi .
\end{equation}
I diagonalized this equation in a basis of 14 Gaussians. The 1s binding is 570 meV in vacuum and 443 meV on silica, a loss of 127 meV. Therefore
\begin{equation}
\Delta E_{\rm opt}=-158-(-127)\approx-30\ \text{meV},
\end{equation}
where the unrounded difference is $-30.4$ meV. The optical gap goes from 1.93 to 1.90 eV. Its shift is 19\% of the quasiparticle shift.

The profile of $\Delta W$ shows why: it is $-158$ meV at zero distance, $-124$ at 1 nm, $-88$ at 3 nm and $-43$ at 10 nm. The mean electron--hole distance is 0.90 nm in vacuum and 0.95 nm on silica. Over that distance $\Delta W$ loses about a fifth of its value, and that fifth is what (\ref{pair}) leaves.

\section{Why something remains}

\textbf{Q.} Could the two changes cancel completely, or even produce a blueshift?

\textbf{A.} Not in this sheet model. Raise $\kappa$ at fixed $r_0$ and $\mu$. By the Hellmann--Feynman theorem, $d(-E_b)/d\kappa=-\langle\partial W/\partial\kappa\rangle$. The angular average of a plane wave is the Bessel function $J_0(q\rho)$; let $F(q)=\langle J_0(q\rho)\rangle$ in the exciton. Differentiating (\ref{W}) and the first line of (\ref{gap}) gives
\begin{align}
\frac{dE_g}{d\kappa}&=-C\int_0^\infty\frac{dq}{(\kappa+r_0q)^2},\\
\frac{dE_b}{d\kappa}&=-C\int_0^\infty\frac{F(q)\,dq}{(\kappa+r_0q)^2},\label{binding}\\
\frac{dE_{\rm opt}}{d\kappa}&=-C\int_0^\infty\frac{1-F(q)}{(\kappa+r_0q)^2}\,dq<0.
\label{slope}
\end{align}
The last sign follows from $J_0(x)<1$ for $x>0$. The binding also falls. To see this, write
\begin{equation}
\frac1{(\kappa+r_0q)^2}=\int_0^\infty t\,e^{-(\kappa+r_0q)t}dt
\end{equation}
and use $\int_0^\infty J_0(q\rho)e^{-r_0tq}dq=(\rho^2+r_0^2t^2)^{-1/2}>0$. The integral in (\ref{binding}) is thus an average of a positive function. So the binding falls, but by less than the gap.

\textbf{Q.} Can I estimate the remainder without solving for the exciton on every substrate?

\textbf{A.} Yes, from its size. Define $D(\rho)=\Delta W(0)-\Delta W(\rho)$, which is negative, and let $R=-\Delta E_{\rm opt}$ be the redshift. The vacuum wavefunction is a trial function on the substrate, which gives $R\geq-\langle D\rangle_{\rm vac}$. Exchanging the roles gives $R\leq-\langle D\rangle_{\rm sub}$. Moreover,
\begin{align}
-D(\rho)&=C(\kappa-1)\int_0^\infty\frac{1-J_0(q\rho)}{(\kappa+r_0q)(1+r_0q)}dq\nonumber\\
&\leq\frac{C(\kappa-1)}{r_0^2}\int_0^\infty\frac{1-J_0(q\rho)}{q^2}dq
=\frac{C(\kappa-1)\rho}{r_0^2}.
\end{align}
The inequality drops positive terms from the denominator. For the last integral set $x=q\rho$ and integrate by parts: the boundary terms vanish, leaving $\rho\int_0^\infty J_1(x)\,dx/x=\rho$. Hence
\begin{equation}
-\langle D\rangle_{\rm vac}\leq R\leq-\langle D\rangle_{\rm sub}
\leq\frac{C(\kappa-1)\langle\rho\rangle_{\rm sub}}{r_0^2}.
\end{equation}
In the example the first three entries are 29.9, 30.4 and 30.9 meV. The linear bound is $360\times0.55\times0.946/4=46.8$ meV. It is a ceiling, approached when the exciton is much smaller than $r_0/\kappa$, here 2.6 nm.

\textbf{Q.} So a large exciton should spoil the cancellation?

\textbf{A.} Yes. Hold $r_0$ and both environments fixed and change the mass. For $\mu=0.05$, 0.25 and $1.25\,m_0$, the vacuum pair distance is 2.23, 0.90 and 0.38 nm. The optical shift is 35\%, 19\% and 10\% of the same quasiparticle shift. In the limit of an exciton much larger than $r_0/\kappa$, $F$ is negligible over most of the integral in (\ref{slope}), and the optical gap follows the quasiparticle gap.

The 2s exciton at the original mass makes the same point. Its line moves by $-69$ meV against $-30$ meV for 1s, so their separation shrinks by 39 meV. For the sheet on silica, that separation senses the surroundings somewhat more strongly than the 1s line does, and a rigid shift common to both lines drops out of it.

A stronger dielectric also weakens the cancellation. For $\epsilon_s=10$ the quasiparticle and optical shifts are $-614$ and $-200$ meV, a ratio of 33\%. A shift of 200 meV is not small. In this sheet model, at fixed $r_0$, the linear bound shows what keeps the optical gap nearly fixed: a small product $(\kappa-1)\langle\rho\rangle_{\rm sub}$, from a weak substrate, a very compact exciton, or both.

\section{What the sheet leaves out}

\textbf{Q.} My monolayer is 0.6 nm thick and may not touch the oxide everywhere. Does that matter at the level of 30 meV?

\textbf{A.} It matters a great deal. Replace the sheet by a slab of thickness $d=0.6$ nm and dielectric constant $\epsilon_l$, with the charges at mid-plane. Each face reflects the potential with amplitude $L=(\epsilon_l-\epsilon')/(\epsilon_l+\epsilon')$, where $\epsilon'$ is the constant outside. A path from mid-plane to a face and back has length $d$ and contributes $E=e^{-qd}$. Summing the repeated reflections gives $W(q)=2\pi C\,w(q)/q$ with
\begin{equation}
w(q)=\frac{(1+L_1E)(1+L_2E)}{\epsilon_l(1-L_1L_2E^2)} .
\end{equation}
In vacuum, expansion at small $q$ gives $1/w=1+\frac12qd(\epsilon_l-1/\epsilon_l)$. Matching this to $1+r_0q$ at $r_0=4$ nm requires $\epsilon_l=13.4$.

For an air gap $g$, let $s$ be the height above the silica. The potential there is proportional to $\cosh qs+\epsilon_s\sinh qs$, which satisfies both continuity conditions at $s=0$. Its logarithmic derivative at $s=g$, divided by $q$, is the effective constant seen by the slab:
\begin{equation}
\epsilon'=\frac{\epsilon_s+\tanh qg}{1+\epsilon_s\tanh qg}.
\end{equation}
Solving the exciton again in the same basis gives shifts of $-143$ meV (quasiparticle) and $-16$ meV (optical) in contact. With $g=0.3$ nm they are $-105$ and $-5$ meV. The substrate's part of $w$ now falls exponentially at large $q$. Those are the components that distinguish the electron from the hole, so the cancellation improves. The slab is taken as isotropic, whereas a real layer is less polarizable out of plane. An out-of-plane constant of 6, with the in-plane one adjusted to keep $r_0=4$ nm, reduces the optical shift in contact from $-16$ to $-11$ meV.

\textbf{Q.} You also assumed that a smooth potential does not mix the bands. How good is that?

\textbf{A.} Test it with two-band massive Dirac states of the same gap and reduced mass:
\begin{equation}
c_k=\begin{pmatrix}\cos\frac{\theta_k}2\\ e^{i\alpha}\sin\frac{\theta_k}2\end{pmatrix},\quad
v_k=\begin{pmatrix}-e^{-i\alpha}\sin\frac{\theta_k}2\\ \cos\frac{\theta_k}2\end{pmatrix},
\end{equation}
where $\alpha$ is the direction of $k$ and $\tan\theta_k=k\ell$. The pair energy $E_g\sqrt{1+k^2\ell^2}$ must begin as $E_g+\hbar^2k^2/2\mu$, so $\ell=\hbar/\sqrt{\mu E_g}=0.35$ nm. At the band edge, (\ref{sigma}) contains $|\langle c_0|c_q\rangle|^2-|\langle c_0|v_q\rangle|^2=\cos\theta_q$. This factor multiplies the integrand of (\ref{gap}) and reduces the gap shift from $-158$ to $-144$ meV.

For the exciton, let $n_k$ be the unit vector with polar angles $(\theta_k,\alpha)$. To first order,
\begin{equation}
\Delta E_{\rm opt}=\sum_{kk'}\Delta W(k-k')\left[\varphi_k^2\,n_k\!\cdot n_{k'}
-\varphi_k\varphi_{k'}\langle c_k|c_{k'}\rangle\langle v_{k'}|v_k\rangle\right].
\end{equation}
I used $\varphi_k\propto(1+k^2a^2)^{-3/2}$ with $a=0.904$ nm, the vacuum pair distance, and integrated numerically in the sheet model. Mixing changes the optical shift from $-29$ to $-18$ meV. Thickness and mixing each remove a large part of the small remainder. I would not simply add the two corrections, and the proof of a redshift does not cover band mixing.

\textbf{Q.} Does silica respond fast enough?

\textbf{A.} Its electrons nearly do, though the small optical shift notices the delay. A substrate mode of energy $\hbar\omega$ coupled with strength $g_q$ lowers a static charge by $g_q^2/\hbar\omega$, which equals $-\frac12\Delta W(q)$. A mobile carrier of mass $m$ recoils, so second-order perturbation theory has $\hbar\omega+\hbar^2q^2/2m$ in the denominator. Each component of $\Delta W$ is therefore multiplied by $\hbar\omega/(\hbar\omega+\hbar^2q^2/2m)$. With $\hbar\omega=10$ eV, a rough value, and $m=2\mu$ for each carrier, the gap shift is $-152$ instead of $-158$ meV. In the exciton both particles still recoil. In the sheet, about four fifths of the cost comes from $q$ above 5 nm$^{-1}$, where $F(q)$ is small and the two recoils add almost without a cross term. Second-order perturbation theory then gives an optical shift of $-24$ instead of $-30$ meV: the same 6 meV, but a fifth of the small remainder. The sheet exaggerates this cost, because a layer of finite thickness suppresses such large $q$. For the slab in contact, the delay changes either gap by only about 1 meV.

The lattice is slower. If it followed completely, the rough static constant 3.9 would apply, with shifts of $-323$ and $-76$ meV. These are limits, and the two gaps stand at different distances from them. The vibrations, at roughly 0.1 eV, lie well below the 443 meV binding, so the lattice hardly follows the motion inside the exciton. A separated carrier at the band edge is limited only by its recoil, which reaches 0.1 eV near $q=1.1$ nm$^{-1}$, and most of the extra screening lies below that. Put the whole difference between 3.9 and 2.1 into one mode at 0.1 eV and use second-order perturbation theory as above. In the sheet, the quasiparticle gap then keeps about $-110$ of the extra $-165$ meV, and the optical gap only about $-5$ of $-45$ meV. Mode energies from 0.06 to 0.14 eV give $-103$ to $-117$ and $-4$ to $-7$ meV. A slow lattice thus widens the difference between the two gaps.

\textbf{Q.} And stray carriers at room temperature?

\textbf{A.} A dilute gas of density $n$ that follows a static potential adds $q_s/q$ to $\kappa+r_0q$, with $q_s=2\pi Cn/k_BT$. For $n=10^{11}$ cm$^{-2}$ at 300 K, this long-wavelength static limit shifts the quasiparticle gap by a further $-170$ meV and the optical gap by $-9$ meV. The cancellation is again strong, but neither number is a prediction. This screening sets in where $q(\kappa+r_0q)=q_s$, at a length $1/q$ of about 6 nm, while the carriers are about $n^{-1/2}=32$ nm apart. A smooth linear response would need many carriers within that length. The gas is also slow. At the scale of the exciton, $q=1/(0.946\ \text{nm})$, the long-wavelength plasmon formula would give 16 meV, but it no longer applies. The carriers there respond singly, at energies around their recoil $\hbar^2q^2/4\mu=85$ meV, broadened by thermal motion. This is well below the 443 meV binding, so the gas cannot fully follow the motion inside the exciton.

\textbf{Q.} What should I then expect from my samples?

\textbf{A.} From screening by silica's electrons, expect a quasiparticle redshift of order 100 meV and a much smaller optical one. The models above put the latter between a few meV and 30 meV, depending on thickness, contact and band mixing. For a layer in contact, the one-mode estimate for the silica lattice adds roughly another 110 meV to the quasiparticle redshift and only a few meV to the optical one. The model's 1.90 eV optical gap is near the rough 1.9 eV of real MoS$_2$, but it rests on the chosen 2.5 eV vacuum gap and is no evidence for the model. Real samples can also break the assumption of an unchanged layer. Strain moves the optical gap of MoS$_2$ by roughly 50 to 100 meV per percent, depending on how it is applied. A strain of 0.1\% thus gives 5 to 10 meV, as much as the whole dielectric shift across a 0.3 nm air gap. Charge transfer and orbital hybridization are further effects outside this model. A small movement of the 1s line, of either sign, therefore cannot by itself tell you how far the quasiparticle gap has moved.

All numerical values are calculated from the stated model.
